# Exchange energy of an electron gas in a spheroidal valley

## The question

The conduction electrons of n-type silicon do not occupy a sphere in wave-vector space. Each band minimum has a light mass across its axis and a heavy mass along it, so the occupied states fill an elongated spheroid. For a spherical occupied region with both spins equally filled, the density alone fixes the first-order exchange energy of a uniform gas in a given host at zero temperature. If the density is held fixed while the sphere is stretched, the electrons lie at different distances in wave-vector space and their exchange energy changes. The question is by how much.

Consider one valley with band energy, measured from its minimum,

$$E(\mathbf k)=\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right),\qquad r=\frac{m_t}{m_l}<1. \tag{1}$$

The valley holds $n_v$ electrons per unit volume, with both spins equally filled. The host crystal enters through an isotropic dielectric constant $\varepsilon$, so two electrons a distance $d$ apart repel with energy $C/d$, where

$$C=\frac{e^2}{4\pi\varepsilon_0\varepsilon},\qquad v(\mathbf K)=\frac{4\pi C}{K^2} \tag{2}$$

and $v$ is the Fourier transform of $C/d$. Exchange is taken to first order: it is evaluated with the ground state of the non-interacting gas. Within the valley the envelope functions are plane waves, and the overlap of the lattice-periodic parts of two Bloch functions is set to one. The result will be

$$\varepsilon_x=-\frac{3}{4\pi}\,C k_F\,\varphi(r),\qquad \varphi(r)=\frac{r^{1/6}\arcsin\sqrt{1-r}}{\sqrt{1-r}}, \tag{3}$$

per electron, with $k_F=(3\pi^2n_v)^{1/3}$. The factor $\varphi$ compares the valley with a spherical one of the same density, spin filling and $\varepsilon$.

## Exchange as an average over pairs

Let the crystal have volume $\Omega$ and let $N=n_v\Omega$. In a Slater determinant of plane waves, exchange acts between electrons of equal spin. Each ordered pair contributes $-\tfrac12 v(\mathbf k-\mathbf k')/\Omega$, where the half removes double counting:

$$E_x=-\frac{1}{2\Omega}\sum_\sigma\sum_{\mathbf k,\mathbf k'}^{\rm occ}\frac{4\pi C}{|\mathbf k-\mathbf k'|^2}. \tag{4}$$

Each spin has $N/2$ occupied states. For large $\Omega$ the double sum is therefore $(N/2)^2$ times an average over two independent points spread uniformly through the occupied region. The two spins give a factor 2:

$$\varepsilon_x=\frac{E_x}{N}=-\frac{1}{2\Omega N}\,2\,\frac{N^2}{4}\,4\pi C\left\langle\frac{1}{|\mathbf k-\mathbf k'|^2}\right\rangle=-\pi C n_v\left\langle\frac{1}{|\mathbf k-\mathbf k'|^2}\right\rangle. \tag{5}$$

The singularity at $\mathbf k=\mathbf k'$ is integrable in three dimensions. The masses enter (5) through the shape of the occupied region alone.

## The spheroid and its map to a sphere

The Fermi surface $E(\mathbf k)=E_F$ has semi-axes $k_t=\sqrt{2m_tE_F}/\hbar$ and $k_l=\sqrt{2m_lE_F}/\hbar$, so $k_t^2/k_l^2=r$. Two spin states per volume $(2\pi)^3$ give $n_v=2\,(4\pi/3)k_t^2k_l/(2\pi)^3$, that is,

$$k_t^2k_l=3\pi^2n_v=k_F^3. \tag{6}$$

Inserting $k_l=k_tr^{-1/2}$ gives $k_t^3=k_F^3r^{1/2}$, hence

$$k_t=k_Fr^{1/6},\qquad k_l=k_Fr^{-1/3}. \tag{7}$$

Now define $m_d=(m_t^2m_l)^{1/3}$ and new coordinates $\mathbf q$ by

$$k_i=\sqrt{m_i/m_d}\;q_i,\qquad \frac{m_t}{m_d}=r^{1/3},\qquad \frac{m_l}{m_d}=r^{-2/3}. \tag{8}$$

The Jacobian is $\sqrt{m_t^2m_l/m_d^3}=1$, so uniformly spread points stay uniformly spread. The band energy becomes $\hbar^2q^2/2m_d$, and the spheroid becomes the sphere $q<k_F$. The anisotropy has moved into the interaction. With $\mathbf Q=\mathbf q-\mathbf q'$ and $\mu$ the cosine of the angle between $\mathbf Q$ and the long axis,

$$|\mathbf k-\mathbf k'|^2=Q^2A(\mu),\qquad A(\mu)=r^{1/3}(1-\mu^2)+r^{-2/3}\mu^2. \tag{9}$$

Both $\mathbf q$ and $\mathbf q'$ are spread uniformly through a sphere, so the distribution of $\mathbf Q$ is unchanged by rotation. Its direction is independent of its length, and $\mu$ is uniform between $-1$ and $1$. Since $A$ is even in $\mu$,

$$\left\langle\frac1{|\mathbf k-\mathbf k'|^2}\right\rangle=\left\langle\frac1{Q^2}\right\rangle\int_0^1\frac{d\mu}{A(\mu)}. \tag{10}$$

The first factor belongs to the sphere. The second contains the whole effect of the masses.

## The spherical factor

The probability density of $\mathbf Q$ is $W(Q)/V^2$, where $V=4\pi k_F^3/3$ and $W$ is the volume common to two spheres of radius $k_F$ whose centres are $Q$ apart. This volume consists of two caps of height $h=k_F-Q/2$, each of volume $\pi h^2(3k_F-h)/3$. With $x=Q/2k_F$, $h=k_F(1-x)$ and

$$W=\frac{2\pi}{3}k_F^3(1-x)^2(2+x)=V\left(1-\frac{3x}{2}+\frac{x^3}{2}\right). \tag{11}$$

The volume element $4\pi Q^2dQ$ cancels $1/Q^2$, and $dQ=2k_F\,dx$:

$$\left\langle\frac1{Q^2}\right\rangle=\frac{8\pi k_F}{V}\int_0^1\left(1-\frac{3x}{2}+\frac{x^3}{2}\right)dx=\frac{6}{k_F^2}\left(1-\frac34+\frac18\right)=\frac{9}{4k_F^2}. \tag{12}$$

For a sphere $A=1$, and (5) with $n_v=k_F^3/3\pi^2$ gives

$$\varepsilon_x^{\rm sph}=-\pi C\,\frac{k_F^3}{3\pi^2}\,\frac{9}{4k_F^2}=-\frac{3}{4\pi}Ck_F. \tag{13}$$

No mass appears, so the reference sphere may have any mass at zero temperature.

## The angular factor

Collect the terms of (9) as

$$A(\mu)=r^{1/3}(1+t^2\mu^2),\qquad t^2=\frac{r^{-2/3}-r^{1/3}}{r^{1/3}}=\frac{1-r}{r}. \tag{14}$$

The integral is elementary:

$$\int_0^1\frac{d\mu}{A(\mu)}=\frac{\arctan t}{r^{1/3}t}=\frac{r^{1/6}}{\sqrt{1-r}}\arctan\sqrt{\frac{1-r}{r}}, \tag{15}$$

because $r^{1/3}t=r^{1/3-1/2}\sqrt{1-r}=r^{-1/6}\sqrt{1-r}$. In a right triangle with legs $\sqrt{1-r}$ and $\sqrt r$ the hypotenuse is 1, so the angle whose tangent is $\sqrt{(1-r)/r}$ has sine $\sqrt{1-r}$. The arctangent in (15) is therefore $\arcsin\sqrt{1-r}$, and (5), (10), (13) and (15) together give (3).

The pair average can also be found without the map (8). Place the origin of $\mathbf k'$ at $\mathbf k$ and let $L(\mathbf k,\hat{\mathbf n})$ be the distance from $\mathbf k$ to the surface in direction $\hat{\mathbf n}$. The radial volume element cancels the inverse square, leaving

$$\left\langle\frac1{|\mathbf k-\mathbf k'|^2}\right\rangle=\frac1V\left\langle\int d\Omega_{\hat n}\,L(\mathbf k,\hat{\mathbf n})\right\rangle_{\mathbf k}. \tag{16}$$

Numerical sampling of (16) in the actual spheroid, for $r=0.05$, $0.2$ and $0.6$, agreed with $9\varphi(r)/4k_F^2$ to within 0.1%.

## Weak and strong anisotropy

Let $\delta=1-r$ be small. The two parts of $\varphi$ expand as

$$\frac{\arcsin\sqrt\delta}{\sqrt\delta}=1+\frac{\delta}{6}+\frac{3\delta^2}{40}+\dots,\qquad(1-\delta)^{1/6}=1-\frac{\delta}{6}-\frac{5\delta^2}{72}-\dots \tag{17}$$

In the product the linear terms cancel, and the quadratic coefficient is $\tfrac3{40}-\tfrac1{36}-\tfrac5{72}=\tfrac{27-10-25}{360}$:

$$\varphi=1-\frac{(1-r)^2}{45}+O\big((1-r)^3\big). \tag{18}$$

The cancellation has a geometric reason. At fixed density a small stretch along one axis is paid for by a shrinkage along the other two. Some pairs move apart and others move closer, and to first order the changes cancel in the average over directions.

The second-order term lowers $\varphi$, and the reduction holds for every $r$ between 0 and 1. To show this, put $r=\cos^2\theta$ with $0<\theta<\pi/2$. Then $\varphi=\theta\cos^{1/3}\theta/\sin\theta$ and

$$\frac{d\ln\varphi}{d\theta}=\frac1\theta-\frac{\tan\theta}{3}-\cot\theta. \tag{19}$$

This is negative if

$$\theta>\frac{3\sin\theta\cos\theta}{3\cos^2\theta+\sin^2\theta},\quad\text{that is}\quad g(u)=u-\frac{3\sin u}{2+\cos u}>0,\quad u=2\theta, \tag{20}$$

where $2\sin\theta\cos\theta=\sin u$ and $3\cos^2\theta+\sin^2\theta=2+\cos u$ were used. Now $g(0)=0$ and

$$g'(u)=1-\frac{3(1+2\cos u)}{(2+\cos u)^2}=\frac{(1-\cos u)^2}{(2+\cos u)^2}, \tag{21}$$

which is positive for $0<u<\pi$. Hence $g>0$, and $\varphi$ falls steadily from 1 as the spheroid is stretched. Anisotropy weakens exchange binding at fixed density.

For $r\to0$ the arcsine tends to $\pi/2$ and

$$\varphi\to\frac{\pi}{2}\,r^{1/6}. \tag{22}$$

The occupied region becomes a long needle and most pairs are far apart, but the sixth root makes the decline slow. The full formula gives 0.990 at $r=0.5$, 0.897 at $r=0.1$ and 0.686 at $r=0.01$.

## Finite temperature

At temperature $T$ the first-order exchange contribution to the free energy at fixed density follows from (4), with each state weighted by its Fermi occupation $f(E)$. The map (8) turns $f(E(\mathbf k))$ into a function of $q$ alone, so the distribution of $\mathbf Q$ is again isotropic and (10) again factorizes. The same $\varphi(r)$ results. The reference valley must now have mass $m_d$, since the ratio of thermal to Fermi energy affects the spherical factor.

In the non-degenerate limit the occupation is an anisotropic Gaussian. Direct integration for that case, at $r=0.05$, $0.2$ and $0.6$, reproduced $\varphi$ to one part in $10^6$.

## Heavily doped silicon

Take $m_t=0.19$ and $m_l=0.92$ electron masses and $\varepsilon=11.7$, all rough typical values for silicon. Then $r=0.19/0.92=0.2065$ and

$$\varphi=\frac{0.7688\times1.0990}{0.8908}\approx0.95. \tag{23}$$

The reduction is 5% of the spherical value. The quadratic estimate (18) gives 0.986 and so misses most of it: with $1-r\approx0.79$ the higher powers cannot be dropped.

For an energy scale, let $n=10^{20}$ cm$^{-3}$ electrons be shared equally by the six valleys. Each holds $n_v=1.667\times10^{19}$ cm$^{-3}$, or 0.01667 nm$^{-3}$, so

$$k_F=(3\pi^2\times0.01667)^{1/3}\ \text{nm}^{-1}=0.790\ \text{nm}^{-1}. \tag{24}$$

With $C=0.1231$ eV nm, the spherical exchange energy is

$$\varepsilon_x^{\rm sph}=-\frac{3}{4\pi}\times0.1231\times0.790\ \text{eV}=-23.2\ \text{meV}, \tag{25}$$

and the spheroid has $-22.0$ meV. Anisotropy costs 1.2 meV of binding per electron. The six valleys differ only in orientation, and $\varepsilon$ is isotropic, so this is also the average over all electrons when intervalley exchange is left out.

## What the model leaves out

**Temperature.** The mass $m_d=0.321$ gives $E_F=74.0$ meV, which is 2.9 times $k_BT$ at 300 K. At the same density, first-order exchange at 300 K is 0.725 of its zero-temperature value. This loss of more than a quarter exceeds the anisotropy correction, although $\varphi$ itself is unchanged.

**Screening by the electrons.** At zero temperature and long wavelength, all six valleys screen with the Thomas–Fermi wave number

$$\kappa=\sqrt{4\pi C\,\frac{3n}{2E_F}}=1.77\ \text{nm}^{-1}. \tag{26}$$

Replacing $1/K^2$ by $1/(K^2+\kappa^2)$ leaves 7% of the bare exchange. The replacement is a static approximation meant for $K\ll k_F$, whereas the pairs here have larger separations, so the figure is an indication of size. Nor is screened exchange the whole interaction energy: screening also produces a correlation energy that is absent here. The ratio of spheroid to sphere, both with this $\kappa$, is 0.958, but the factorization (10) no longer holds and the ratio depends on how screening is described. If $\kappa^2$ is replaced by the static Lindhard response of all six valleys, which weakens as $K$ grows, 8% of the bare exchange remains and the ratio is 1.01, with spherical valleys screening the spherical case. The 5% reduction therefore belongs to bare exchange and should not be carried over to screened exchange.

**Change of the Fermi surface.** Exchange also shifts the single-particle energies. By the step that led to (16), the shift is

$$\Sigma(\mathbf k)=-\int_{\rm occ}\frac{d^3k'}{(2\pi)^3}\frac{4\pi C}{|\mathbf k-\mathbf k'|^2}=-\frac{C}{2\pi^2}\int d\Omega_{\hat n}\,L(\mathbf k,\hat{\mathbf n}). \tag{27}$$

On the surface it is $-21.5$ meV at the ends of the long axis and $-32.7$ meV on the equator, which lies closer to the other occupied states. The original surface is then no longer one of constant energy, and electrons gain by moving from the ends to the equator.

To size this, let the occupied spheroid have a free shape $s=k_t^2/k_l^2$ at fixed density. The mean of $k_i^2$ in a spheroid is one fifth of the squared semi-axis, so (7) with $s$ in place of $r$, and the masses from (8), give

$$\varepsilon(s)=\frac{E_F}{5}\left[2\left(\frac sr\right)^{1/3}+\left(\frac rs\right)^{2/3}\right]-\frac{3}{4\pi}Ck_F\,\varphi(s). \tag{28}$$

The minimum lies at $s=0.237$, where $\varphi=0.957$, and the gain is 0.1 meV per electron. With bare exchange and spheroidal shapes, relaxation thus moves the factor by less than 0.01.

**Intervalley exchange.** For unit Bloch overlap and a transfer $K$ between valley centres, each other valley adds roughly $-\pi Cn_v/K^2$ per electron, by the counting of (5). This neglects the spread of wave vectors within each valley, which is not small for the opposite valley, so the figures below are estimates of size. With valleys at 0.85 of the way to the zone boundary and a lattice constant of 0.543 nm, the shortest transfers, modulo reciprocal-lattice vectors, are 3.47 nm$^{-1}$ to the opposite valley and 11.83 nm$^{-1}$ to each of the four side valleys. With unit overlap the contributions would be $-0.5$ meV and, for the four together, $-0.2$ meV. The second figure counts one transfer per side valley, although each has two equally short ones. At the larger transfer the host screens less than its static $\varepsilon$ suggests; with no host screening the second figure would be $-2.2$ meV. Real overlaps change these figures strongly. For opposite valleys the screw symmetry of the crystal makes the overlap vanish at the shortest transfer between the valley centres, so $-0.5$ meV is an overestimate. The overlaps with the side valleys are not computed here, and the size of intervalley exchange is left open.

**Band shape.** If $E$ in (1) is replaced by $E(1+\alpha E)$ on the left, surfaces of constant energy keep their shape and $\varphi$ is unaffected. With a rough $\alpha=0.5$ eV$^{-1}$, $\alpha E_F$ is 0.04. Other changes of shape are not covered by this replacement. The spheroid extends $k_l=1.34$ nm$^{-1}$ from its centre, while the zone boundary is half of 3.47, or 1.74, nm$^{-1}$ away. So far from the band minimum the surface need not remain an exact spheroid. The values of $\varphi$ at $r=0.207$ and $s=0.237$ show the sensitivity: a 15% change in the squared axis ratio moves the factor by about 0.01.

**Random donors.** If $n$ donors per unit volume are placed at random, each with potential energy $-Ce^{-\kappa d}/d$, the variance of their sum is

$$n\int_0^\infty 4\pi d^2\,\frac{C^2e^{-2\kappa d}}{d^2}\,dd=\frac{2\pi nC^2}{\kappa}, \tag{29}$$

an rms value of 73 meV, as large as $E_F$. An electron does not follow this potential point by point, because $1/\kappa=0.56$ nm is shorter than $1/k_F=1.27$ nm, so (29) does not give the actual level broadening. Scattering by the donors still broadens the levels, so a sharp Fermi surface is an idealization at this doping.

## Use in a real material

A density of $10^{20}$ cm$^{-3}$ is in the range used for silicon source and drain contacts, and the masses and dielectric constant are ordinary values for the lightly doped crystal. In such contacts the assumptions of a clean, cold gas with unscreened exchange all fail. For the numbers above, temperature removes about a quarter of the bare exchange, and static screening removes most of it. The $-22$ meV is therefore one term of a many-body energy, and it should not be read as the narrowing of the band gap.

For bare exchange the ratio is sturdier than the energy. For the unrelaxed spheroid it does not depend on density or on $\varepsilon$, and it survives temperature. The relaxation estimated above moves it by less than 0.01 at $10^{20}$ cm$^{-3}$, and by more at lower densities, where exchange is larger relative to the Fermi energy. Screening by the electrons can remove the reduction altogether. In an effective-mass calculation that takes exchange from the local density, multiplying the spherical expression by 0.95 gives the bare first-order intravalley exchange of a uniform silicon valley, provided the expression is evaluated with the density of one valley and not with the total density. The correction assumes spheroidal energy surfaces, a constant $\varepsilon$ and unit Bloch overlap within the valley. Overlaps below one weaken this exchange, while a host dielectric response that falls with growing $K$ strengthens it. Intervalley exchange and correlation must be treated separately. The numerical output below lists the values used here, apart from those for Lindhard screening.

## Computed values

```
INPUTS (rough typical silicon values)
transverse mass mt = 0.19 electron masses
longitudinal mass ml = 0.92 electron masses
dielectric constant = 11.7; valleys = 6
electron density = 1.0e+20 cm^-3
temperature of use = 300 K
lattice constant = 0.543 nm
valley position = 0.85 x 2pi/a
nonparabolicity = 0.5 1/eV
REDUCTION FACTOR
r = mt/ml = 0.2065
r^(1/6) = 0.7688
sqrt(1-r) = 0.8908
arcsin(sqrt(1-r)) = 1.0990 rad
phi(r), formula = 0.9486
phi(r), rays in true spheroid = 0.9486
quadratic estimate 1-(1-r)^2/45 = 0.9860
phi(0.01) = 0.6860
phi(0.05) = 0.8377
phi(0.10) = 0.8970
phi(0.50) = 0.9895
phi(0.80) = 0.9989
SILICON EXAMPLE
density per valley = 1.667e+19 cm^-3
density-of-states mass per valley = 0.3214 electron masses
C = e^2/(4 pi eps0 eps) = 0.1231 eV nm
kF of equal sphere = 0.7902 1/nm
semi-axes kt, kl = 0.6076, 1.3369 1/nm
Fermi energy = 74.02 meV
exchange per electron, sphere = -23.22 meV
exchange per electron, spheroid = -22.02 meV
loss of binding by anisotropy = 1.19 meV
NEGLECTED EFFECTS
kT = 25.85 meV; EF/kT = 2.86
exchange at 300 K / exchange at 0 K = 0.725
Thomas-Fermi wave number = 1.770 1/nm
screened / bare exchange (spheroid) = 0.073
spheroid / sphere ratio, both screened = 0.9581
surface self-energy, pole = -21.50 meV
surface self-energy, equator = -32.73 meV
relaxed shape ratio kt^2/kl^2 = 0.2369
phi at relaxed shape = 0.9567
energy gained by relaxation = 0.097 meV per electron
transfer to opposite valley = 3.47 1/nm
transfer to side valleys = 11.83 1/nm
exchange, opposite valley = -0.535 meV
exchange, four side valleys = -0.184 meV
same, side valleys with eps = 1: -2.16 meV
nonparabolicity x EF = 0.037
rms donor potential, semiclassical = 73.3 meV
effective Bohr radius x n^(1/3) = 0.89
```
